**Random-start minimization of five and six trapped Coulomb grains**

The program minimizes $E=\sum_i r_i^2+\sum_{i<j}1/d_{ij}$, where $r_i$ are distances from the trap centre and $d_{ij}$ are pair distances. Lengths are in $r_0=(2q^2/4\pi\varepsilon_0m\omega^2)^{1/3}$ and energies in $E_0=m\omega^2r_0^2/2$, for grain charge $q$, mass $m$ and trap angular frequency $\omega$. The lowest minimum found is a regular pentagon for five grains, at $11.6922\,E_0$, and a pentagon with one central grain for six, at $16.8273\,E_0$. The program asserts that the derivatives agree with finite differences, that the ring formulas agree with explicit pair sums, and that damped motion from other random starts reaches the same lowest energies. It also asserts that the regular hexagon has one unstable direction and relaxes to a slightly buckled minimum above the centred pentagon. For the dust example, it asserts that both arrangements remain lowest among the states found under screened repulsion, and that the vertical trap frequency exceeds the threshold for a flat cluster. The output gives ring radii of 706 and 846 µm without screening, and 644 and 768 µm with a screening length of 1 mm. The searches support global minimality but do not prove it.

## Program and output

```python
"""Coulomb grains in a two-dimensional harmonic trap.
Result under test: the lowest minimum found is a regular pentagon for five
grains, and a regular pentagon plus one central grain for six.
Scaled energy: E = sum r_i^2 + sum_{i<j} exp(-kappa d_ij)/d_ij, kappa = 0 for
bare Coulomb repulsion. Length unit r0 = (2 q^2/(4 pi eps0 m w^2))^(1/3),
energy unit E0 = m w^2 r0^2/2 (q charge, m mass, w trap angular frequency).
A ring state (n, c) has n grains on a circle and c = 0 or 1 at its centre.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize, minimize_scalar


def energy_gradient(x, kappa=0.0):
    p = x.reshape(-1, 2)
    diff = p[:, None] - p[None]
    d = np.sqrt((diff**2).sum(axis=2))
    np.fill_diagonal(d, 1.0)
    phi = np.exp(-kappa * d) / d
    np.fill_diagonal(phi, 0.0)
    slope = -phi * (kappa + 1 / d)
    grad = 2 * p + ((slope / d)[:, :, None] * diff).sum(axis=1)
    return (p**2).sum() + phi.sum() / 2, grad.ravel()


def hessian(x, kappa=0.0):
    p = x.reshape(-1, 2)
    n = len(p)
    h = 2 * np.eye(2 * n)
    for i in range(n):
        for j in range(i):
            v = p[i] - p[j]
            d = np.linalg.norm(v)
            nn = np.outer(v, v) / d**2
            phi = np.exp(-kappa * d) / d
            first = -phi * (kappa + 1 / d)
            second = phi * (kappa**2 + 2 * kappa / d + 2 / d**2)
            block = second * nn + first / d * (np.eye(2) - nn)
            a, b = slice(2 * i, 2 * i + 2), slice(2 * j, 2 * j + 2)
            h[a, a] += block
            h[b, b] += block
            h[a, b] -= block
            h[b, a] -= block
    return h


def without_rotation(x, kappa=0.0):
    """Hessian with the zero mode of rigid rotation lifted to 10."""
    p = x.reshape(-1, 2)
    t = np.column_stack((-p[:, 1], p[:, 0])).ravel()
    t /= np.linalg.norm(t)
    return hessian(x, kappa) + 10 * np.outer(t, t)


def softest(x, kappa=0.0):
    return np.linalg.eigvalsh(without_rotation(x, kappa))[0]


def relax(x, kappa=0.0):
    x = minimize(energy_gradient, x, args=(kappa,), jac=True,
                 method="BFGS", options={"gtol": 1e-6}).x
    for _ in range(5):
        g = energy_gradient(x, kappa)[1]
        x = x - np.linalg.solve(without_rotation(x, kappa), g)
    assert np.linalg.norm(energy_gradient(x, kappa)[1]) < 1e-9
    return x


def radii(x):
    return np.linalg.norm(x.reshape(-1, 2), axis=1)


def inner_count(x):
    r = radii(x)
    return int((r < 0.5 * r.max()).sum())


def search(n, starts, rng, kappa=0.0):
    """Minima from uniform random starts in a disc: [energy, x, hits]."""
    found = []
    for _ in range(starts):
        r = 2 * np.sqrt(rng.random(n))
        a = 2 * np.pi * rng.random(n)
        x = relax(np.column_stack((r * np.cos(a), r * np.sin(a))).ravel(),
                  kappa)
        assert softest(x, kappa) > 0
        e = energy_gradient(x, kappa)[0]
        for item in found:
            if abs(item[0] - e) < 1e-6:
                item[2] += 1
                break
        else:
            found.append([e, x, 1])
    return sorted(found, key=lambda item: item[0])


def damped_energies(n, runs, rng):
    """Final energies of damped motion from Gaussian random starts."""
    p = rng.normal(size=(runs, n, 2))
    v = np.zeros_like(p)
    dt = 0.03
    for _ in range(3000):
        diff = p[:, :, None] - p[:, None]
        d2 = (diff**2).sum(axis=3) + np.eye(n)
        force = -2 * p + (diff / d2[..., None]**1.5).sum(axis=2)
        v = (v + dt * np.clip(force, -20, 20)) / (1 + dt)
        p = p + dt * v
    return np.array([energy_gradient(q.ravel())[0] for q in p])


def ring_sum(n):
    return sum(1 / (2 * np.sin(np.pi * k / n)) for k in range(1, n))


def ring_formula(n, c):
    radius = ((ring_sum(n) / 2 + c) / 2)**(1 / 3)
    return radius, 3 * n * radius**2


def ring_state(n, c, radius):
    a = 2 * np.pi * np.arange(n) / n
    p = radius * np.column_stack((np.cos(a), np.sin(a)))
    return np.vstack((p, np.zeros((c, 2)))).ravel()


def check_regular(x, centre):
    p = x.reshape(-1, 2)
    r = radii(x)
    order = np.argsort(r)
    assert inner_count(x) == centre
    assert np.all(r[order[:centre]] < 1e-7)
    outer = p[order[centre:]]
    assert np.ptp(r[order[centre:]]) < 1e-7
    angles = np.sort(np.arctan2(outer[:, 1], outer[:, 0]))
    assert np.allclose(np.diff(angles), 2 * np.pi / len(outer), atol=1e-7)


rng = np.random.default_rng(12345)

# Derivatives against central differences, bare and screened.
x_test = ring_state(5, 1, 1.1) + 0.1 * rng.normal(size=12)
for kap in (0.0, 0.8):
    h = 1e-5
    steps = h * np.eye(12)
    g_num = [(energy_gradient(x_test + s, kap)[0]
              - energy_gradient(x_test - s, kap)[0]) / (2 * h) for s in steps]
    h_num = [(energy_gradient(x_test + s, kap)[1]
              - energy_gradient(x_test - s, kap)[1]) / (2 * h) for s in steps]
    assert np.allclose(g_num, energy_gradient(x_test, kap)[1], atol=1e-7)
    assert np.allclose(h_num, hessian(x_test, kap), atol=1e-6)

# Ring formula against the explicit pair sum and its gradient.
print("Ring states: N, E empty centre, E one at centre (units E0)")
for total in range(4, 9):
    pair = []
    for n, c in ((total, 0), (total - 1, 1)):
        radius, e_formula = ring_formula(n, c)
        e, g = energy_gradient(ring_state(n, c, radius))
        assert abs(e - e_formula) < 1e-10 and np.linalg.norm(g) < 1e-10
        pair.append(e)
    assert (pair[0] < pair[1]) == (total <= 5)
    print(f"  {total}  {pair[0]:.5f}  {pair[1]:.5f}")

# Random-start search and an independent search by damped motion.
starts, runs = 300, 200
print(f"BFGS starts per N: {starts}; damped runs per N: {runs}")
print(f"Basin share missed with 5% chance: {100*(1-0.05**(1/starts)):.2f} %")
best = {}
for n, centre in ((5, 0), (6, 1)):
    minima = search(n, starts, rng)
    best[n] = minima[0][1]
    check_regular(best[n], centre)
    assert abs(minima[0][0] - ring_formula(5, centre)[1]) < 1e-9
    for e, x, hits in minima:
        assert abs(e - 3 * (x**2).sum()) < 1e-9
        print(f"N={n} minimum: E={e:.6f} E0, hits={hits}, "
              f"inner grains={inner_count(x)}, softest={softest(x):.4f}")
    spectrum = np.linalg.eigvalsh(hessian(best[n]))
    for value, copies in ((0, 1), (2, 2), (6, 1)):
        assert (abs(spectrum - value) < 1e-7).sum() >= copies
    final = damped_energies(n, runs, rng)
    assert abs(final.min() - minima[0][0]) < 1e-6
    share = (abs(final - minima[0][0]) < 1e-5).sum()
    print(f"N={n} damped runs ending in lowest state: {share}")

# Competing states.
square = ring_state(4, 1, ring_formula(4, 1)[0])
assert softest(square) > 0
gap5 = energy_gradient(square)[0] - energy_gradient(best[5])[0]
print(f"Centred square: softest curvature {softest(square):.4f} (E0/r0^2)")
hex_radius, hex_energy = ring_formula(6, 0)
hexagon = ring_state(6, 0, hex_radius)
signs = np.repeat((-1.0)**np.arange(6), 2)
mode = signs * hexagon / hex_radius
curvature = 2 - (12 - 8 / np.sqrt(3)) / ring_sum(6)
assert np.allclose(hessian(hexagon) @ mode, curvature * mode, atol=1e-10)
negative = int((np.linalg.eigvalsh(without_rotation(hexagon)) < 0).sum())
assert curvature < 0 and negative == 1
buckled = relax(hexagon + 0.03 * mode)
e_buckled = energy_gradient(buckled)[0]
e_six = energy_gradient(best[6])[0]
assert softest(buckled) > 0 and e_six < e_buckled < hex_energy
r_b = np.sort(radii(buckled))
assert np.ptp(r_b[:3]) < 1e-7 and np.ptp(r_b[3:]) < 1e-7
assert r_b[3] - r_b[2] > 1e-3
gap6, depth = e_buckled - e_six, hex_energy - e_buckled
print(f"Regular hexagon: R={hex_radius:.5f} r0, E={hex_energy:.6f} E0")
print(f"  buckling curvature {curvature:.6f} E0/r0^2, unstable: {negative}")
print(f"Buckled hexagon radii: {r_b[0]:.5f}, {r_b[-1]:.5f} r0")
print(f"  E={e_buckled:.6f} E0, gain from buckling {depth:.3e} E0")
print(f"Gap to next state: N=5 {gap5:.5f}, N=6 {gap6:.5f} E0")

# Example: polymer spheres in a radio-frequency sheath, rough values.
charge_number, diameter, density = 1.0e4, 9e-6, 1500.0
f_trap, f_vertical, screening, temperature = 2.0, 15.0, 1e-3, 300.0
mass = density * np.pi * diameter**3 / 6
omega = 2 * np.pi * f_trap
coulomb = (charge_number * const.e)**2 / (4 * np.pi * const.epsilon_0)
r0 = (2 * coulomb / (mass * omega**2))**(1 / 3)
e0_ev = mass * omega**2 * r0**2 / 2 / const.e
p_si = best[6].reshape(-1, 2) * r0
e_si = mass * omega**2 * (p_si**2).sum() / 2
e_si += sum(coulomb / np.linalg.norm(p_si[i] - p_si[j])
            for i in range(6) for j in range(i))
assert abs(e_si / const.e / (e_six * e0_ev) - 1) < 1e-10
print(f"Diameter {diameter*1e6:.1f} um, density {density:.0f} kg/m3, "
      f"charge {charge_number:.0f} e")
print(f"Trap {f_trap:.1f} Hz, vertical {f_vertical:.1f} Hz, "
      f"screening {screening*1e3:.1f} mm, T {temperature:.0f} K")
print(f"Mass {mass:.4e} kg; r0 {r0*1e6:.1f} um; E0 {e0_ev:.2f} eV")
for n in (5, 6):
    radius = radii(best[n]).max()
    e = energy_gradient(best[n])[0]
    print(f"N={n}: ring radius {radius:.5f} r0 = {radius*r0*1e6:.1f} um, "
          f"energy {e*e0_ev:.1f} eV")
thermal = const.k * temperature / const.e
print(f"Gaps: N=5 {gap5*e0_ev:.2f} eV, N=6 {gap6*e0_ev:.2f} eV")
print(f"Thermal energy {thermal*1e3:.2f} meV; "
      f"buckling gain {depth*e0_ev*1e3:.2f} meV")

# Screened repulsion: full search, then the symmetric competitors.
kappa = r0 / screening
print(f"Screening parameter r0/length: {kappa:.4f}")
for n, centre in ((5, 0), (6, 1)):
    e, x, _ = search(n, 60, rng, kappa)[0]
    check_regular(x, centre)
    rival = minimize_scalar(
        lambda s: energy_gradient(
            ring_state(n - 1 + centre, 1 - centre, s), kappa)[0],
        bounds=(0.3, 2.0), method="bounded").fun
    assert e < rival
    print(f"Screened N={n}: E={e:.5f} E0, radius {radii(x).max()*r0*1e6:.1f}"
          f" um, inner={inner_count(x)}, rival ring E={rival:.5f} E0")

# Vertical stability of the flat crystals, tested with a 3D energy.
for n in (5, 6):
    p = best[n].reshape(-1, 2)
    d = np.linalg.norm(p[:, None] - p[None], axis=2) + np.eye(n)
    weight = (1 - np.eye(n)) / d**3
    values, vectors = np.linalg.eigh(np.diag(weight.sum(axis=1)) - weight)
    ratio = np.sqrt(values[-1] / 2)

    def energy_3d(z, beta):
        dist = np.sqrt(d**2 + (z[:, None] - z[None])**2)
        repulsion = ((1 - np.eye(n)) / dist).sum() / 2
        return (p**2).sum() + beta**2 * (z**2).sum() + repulsion

    z = 0.02 * vectors[:, -1]
    flat = np.zeros(n)
    assert energy_3d(z, 0.98 * ratio) < energy_3d(flat, 0.98 * ratio)
    assert energy_3d(z, 1.02 * ratio) > energy_3d(flat, 1.02 * ratio)
    assert f_vertical > ratio * f_trap
    spacing = (d + 1e9 * np.eye(n)).min() * r0
    print(f"N={n}: vertical threshold {ratio*f_trap:.3f} Hz; smallest "
          f"spacing {spacing*1e6:.1f} um; size/spacing {diameter/spacing:.4f}")

print("all good")
```

Printed output:

```
Ring states: N, E empty centre, E one at centre (units E0)
  4  7.34178  7.68260
  5  11.69223  11.82781
  6  16.94860  16.82734
  7  23.08255  22.67282
  8  30.06995  29.35123
BFGS starts per N: 300; damped runs per N: 200
Basin share missed with 5% chance: 0.99 %
N=5 minimum: E=11.692227 E0, hits=217, inner grains=0, softest=1.0586
N=5 minimum: E=11.827808 E0, hits=83, inner grains=1, softest=0.4035
N=5 damped runs ending in lowest state: 140
N=6 minimum: E=16.827338 E0, hits=237, inner grains=1, softest=0.8444
N=6 minimum: E=16.948557 E0, hits=63, inner grains=0, softest=0.0393
N=6 damped runs ending in lowest state: 158
Centred square: softest curvature 0.4035 (E0/r0^2)
Regular hexagon: R=0.97035 r0, E=16.948595 E0
  buckling curvature -0.019645 E0/r0^2, unstable: 1
Buckled hexagon radii: 0.93366, 1.00571 r0
  E=16.948557 E0, gain from buckling 3.825e-05 E0
Gap to next state: N=5 0.13558, N=6 0.12122 E0
Diameter 9.0 um, density 1500 kg/m3, charge 10000 e
Trap 2.0 Hz, vertical 15.0 Hz, screening 1.0 mm, T 300 K
Mass 5.7256e-13 kg; r0 799.1 um; E0 180.19 eV
N=5: ring radius 0.88288 r0 = 705.5 um, energy 2106.8 eV
N=6: ring radius 1.05916 r0 = 846.4 um, energy 3032.1 eV
Gaps: N=5 24.43 eV, N=6 21.84 eV
Thermal energy 25.85 meV; buckling gain 6.89 meV
Screening parameter r0/length: 0.7991
Screened N=5: E=6.68091 E0, radius 643.6 um, inner=0, rival ring E=6.80450 E0
Screened N=6: E=9.46068 E0, radius 768.2 um, inner=1, rival ring E=9.60331 E0
N=5: vertical threshold 2.656 Hz; smallest spacing 829.4 um; size/spacing 0.0109
N=6: vertical threshold 3.178 Hz; smallest spacing 846.4 um; size/spacing 0.0106
all good
```
